**Stress splitting of the silicon Raman mode, tested with a Stillinger–Weber crystal**

To first order in a uniaxial stress X (tension positive), the singlet–doublet splitting is (p − q)(S11 − S12)X/(2ω0) for [001] and r S44 X/(2ω0) for [111]. Here ω0 is the unstressed frequency, p, q, r are the phonon deformation potentials, and Sij are the elastic compliances. The common shift is −γω0(S11 + 2S12)X with γ = −(p + 2q)/(6ω0²). The program minimises the energy of the loaded crystal, diagonalises its force constants, and asserts that the resulting shift rates agree with these formulas. It also asserts the number of symmetry-allowed constants, the full matrix for a general strain, γ from a volume change, the internal-strain part of r, the mode polarisations, and the second-order size of the error. The output gives splitting rates of −1.504 cm⁻¹/GPa for [001] and 1.047 cm⁻¹/GPa for [111], by both routes. In this empirical model r is a small remainder of two large terms of opposite sign. Both p − q and r have signs opposite to the measured ones, so the model's splittings should not be taken as predictions for real silicon.

## Numerical verification

```python
"""Splitting of the triply degenerate Raman mode of silicon under stress.

Result under test, for uniaxial stress X (tension positive):
  [001]: W_s - W_d = (p - q) (S11 - S12) X / (2 w0)
  [111]: W_s - W_d = r S44 X / (2 w0)
  common shift H = -gamma w0 (S11 + 2 S12) X, gamma = -(p + 2q)/(6 w0^2)
  W_s = w0 + H + 2/3 splitting,  W_d = w0 + H - 1/3 splitting
w0: unstressed frequency; W_s, W_d: singlet (along stress) and doublet;
p, q, r: phonon deformation potentials; Sij: elastic compliances.
Model: Stillinger-Weber silicon, two atoms per cell. A state is a 9-vector:
tensor strains xx, yy, zz, yz, xz, xy, then sublattice displacement u (Angstrom).
The direct side minimises the energy under load and diagonalises the
force constants; it does not use p, q, r or the compliances.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

# Stillinger-Weber parameters (eV, Angstrom, dimensionless)
EPS, SIG = 2.1683, 2.0951
A_SW, B_SW, CUT, LAM, GAM3 = 7.049556277, 0.6022245584, 1.80, 21.0, 1.20
MASS_U = 28.085
GPA = sc.e * 1e21                      # one eV/Angstrom^3 in GPa


def pair_energy(r):
    s = r / SIG
    return EPS * A_SW * (B_SW / s**4 - 1) * np.exp(1 / (s - CUT))


def pair_slope(r):
    return np.imag(pair_energy(r + 1e-30j)) / 1e-30


# At tetrahedral angles the three-body term and its slope vanish.
r0 = brentq(pair_slope, 2.2, 2.5, xtol=1e-14)
a0 = 4 * r0 / np.sqrt(3)
V0 = a0**3 / 4
BONDS = a0 / 4 * np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
I_PAIR, J_PAIR = np.triu_indices(4, 1)
assert abs(pair_energy(r0) / EPS + 1) < 1e-5   # well depth of the potential


def strain_matrix(x):
    return np.array([[x[0], x[5], x[4]], [x[5], x[1], x[3]],
                     [x[4], x[3], x[2]]])


def energy(x):
    """Energy per cell; both atoms see the same four bonds up to sign."""
    b = BONDS @ (np.eye(3) + strain_matrix(x)).T + x[6:]
    r = np.sqrt((b * b).sum(axis=1))
    cosine = (b[I_PAIR] * b[J_PAIR]).sum(axis=1) / (r[I_PAIR] * r[J_PAIR])
    g = np.exp(GAM3 / (r / SIG - CUT))
    three = EPS * LAM * g[I_PAIR] * g[J_PAIR] * (cosine + 1 / 3)**2
    return pair_energy(r).sum() + 2 * three.sum()


def gradient(x):
    """Complex-step derivative, accurate to rounding."""
    steps = 1e-30j * np.eye(9)
    return np.array([energy(x + s).imag / 1e-30 for s in steps])


def hessian(x, h=1e-4):
    rows = [(gradient(x + s) - gradient(x - s)) / (2 * h)
            for s in h * np.eye(9)]
    m = np.array(rows)
    return (m + m.T) / 2


def check_range(x):
    """Second neighbours must stay outside the cutoff of the potential."""
    F = np.eye(3) + strain_matrix(x)
    second = [v for v in itertools.product((-1, 0, 1), repeat=3)
              if np.abs(v).sum() == 2]
    shortest = min(np.linalg.norm(F @ np.array(v)) * a0 / 2 for v in second)
    assert shortest > CUT * SIG


def force_constants(strain6, relaxed=True):
    """Second derivatives in u at given strain, with u relaxed or zero."""
    x = np.concatenate([strain6, np.zeros(3)])
    if relaxed:
        for _ in range(6):
            x[6:] -= np.linalg.solve(hessian(x)[6:, 6:], gradient(x)[6:])
        assert np.abs(gradient(x)[6:]).max() < 1e-10
    check_range(x)
    return hessian(x)[6:, 6:]


def strain_slope(direction, relaxed=True, h=2e-4):
    d = h * np.asarray(direction, float)
    return (force_constants(d, relaxed)
            - force_constants(-d, relaxed)) / (2 * h)


mu = MASS_U * sc.atomic_mass / 2


def wavenumber(k):
    """Force constant in eV/Angstrom^2 to frequency in 1/cm."""
    return np.sqrt(k * sc.e * 1e20 / mu) / (2 * np.pi * sc.c * 100)


# Unstrained crystal: degenerate mode and elastic constants
H0 = hessian(np.zeros(9))
k0 = H0[6, 6]
assert np.allclose(H0[6:, 6:], k0 * np.eye(3), atol=1e-7)
w0 = wavenumber(k0)
Hel = H0[:6, :6] - H0[:6, 6:] @ np.linalg.solve(H0[6:, 6:], H0[6:, :6])
C11, C12, C44 = np.array([Hel[0, 0], Hel[0, 1], Hel[3, 3] / 4]) / V0 * GPA
den = (C11 - C12) * (C11 + 2 * C12)
S11, S12, S44 = (C11 + C12) / den, -C12 / den, 1 / C44

# Deformation potentials in units of w0^2
axial = strain_slope([1, 0, 0, 0, 0, 0]) / k0
shear = strain_slope([0, 0, 0, 0, 0, 1]) / k0
p, q, r = axial[0, 0], axial[1, 1], shear[0, 1] / 2
gamma = -(p + 2 * q) / 6

# Number of invariant constants: tetrahedral group and its rotations only
group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        if np.prod(signs) == 1:
            group.append(np.diag(signs) @ np.eye(3)[list(perm)])


def count_invariants(ops):
    chi = [(np.trace(g)**2 + np.trace(g @ g)) / 2 for g in ops]
    return np.mean(np.square(chi))


n_full = count_invariants(group)
n_rot = count_invariants([g for g in group if np.linalg.det(g) > 0])
assert abs(n_full - 3) < 1e-12 and abs(n_rot - 4) < 1e-12

# The three constants must reproduce the matrix for a general strain
general = np.array([0.7, -0.4, 0.5, 0.3, -0.6, 0.8])
e = strain_matrix(general)
predicted = 2 * r * e
for i in range(3):
    predicted[i, i] = p * e[i, i] + q * (np.trace(e) - e[i, i])
assert np.allclose(strain_slope(general) / k0, predicted, atol=2e-3)

# Grueneisen parameter directly from a change of volume
s = 2e-4
w_plus, w_minus = [wavenumber(force_constants(
    np.array([t, t, t, 0, 0, 0]))[0, 0]) for t in (s, -s)]
gamma_direct = -np.log(w_plus / w_minus) / (3 * np.log((1 + s) / (1 - s)))
assert abs(gamma_direct - gamma) < 2e-4

# Internal strain: contribution of the sublattice shift to r
r_clamped = strain_slope([0, 0, 0, 0, 0, 1], relaxed=False)[0, 1] / (2 * k0)
shift_rate = -H0[8, 5] / H0[8, 8]
kleinman = -2 * shift_rate / a0
du = np.zeros(9)
du[8] = 5e-4
cubic = (hessian(du) - hessian(-du))[6, 7] / (2 * du[8])
r_internal = cubic * shift_rate / (2 * k0)
assert abs(r_clamped + r_internal - r) < 1e-3
axial_clamped = strain_slope([1, 0, 0, 0, 0, 0], relaxed=False) / k0
assert np.allclose(axial_clamped, axial, atol=1e-4)
assert np.abs(H0[6:, :3]).max() < 1e-8


def loaded_modes(n, X):
    """Singlet and doublet frequencies of the crystal under load X (GPa)."""
    work = np.array([n[0]**2, n[1]**2, n[2]**2,
                     2 * n[1] * n[2], 2 * n[0] * n[2], 2 * n[0] * n[1]])
    load = np.concatenate([V0 * X / GPA * work, np.zeros(3)])
    x = np.zeros(9)
    for _ in range(8):
        x -= np.linalg.solve(hessian(x), gradient(x) - load)
    assert np.abs(gradient(x) - load).max() < 1e-10
    check_range(x)
    values, vectors = np.linalg.eigh(hessian(x)[6:, 6:])
    overlap = np.abs(n @ vectors)
    single = int(np.argmax(overlap))
    assert overlap[single] > 1 - 1e-6          # singlet vibrates along n
    pair = wavenumber(np.delete(values, single))
    assert abs(pair[0] - pair[1]) < 1e-5       # the other two stay equal
    return np.array([wavenumber(values[single]), pair.mean()])


axes = {"[001]": np.array([0.0, 0.0, 1.0]), "[111]": np.ones(3) / np.sqrt(3)}
split_rate = {"[001]": w0 * (p - q) * (S11 - S12) / 2,
              "[111]": w0 * r * S44 / 2}
common_rate = -gamma * w0 * (S11 + 2 * S12)
X_load = -1.0
results = {}
for name, n in axes.items():
    formula = common_rate + split_rate[name] * np.array([2 / 3, -1 / 3])
    x_small = 0.05
    direct = (loaded_modes(n, x_small)
              - loaded_modes(n, -x_small)) / (2 * x_small)
    # finite-difference errors are of order 1e-4 of the rates
    assert np.allclose(direct, formula, atol=2e-3), (name, direct, formula)
    full = loaded_modes(n, X_load) - w0
    half = loaded_modes(n, X_load / 2) - w0
    error_full = np.linalg.norm(full - formula * X_load)
    error_half = np.linalg.norm(half - formula * X_load / 2)
    ratio = error_full / error_half
    assert 3.4 < ratio < 4.6, (name, ratio)    # error is of second order
    results[name] = (formula, direct, full, ratio)

print(f"Si atomic mass (input): {MASS_U:.3f} u")
print(f"SW energy scale, length scale: {EPS:.4f} eV, {SIG:.4f} Angstrom")
print(f"lattice constant: {a0:.4f} Angstrom")
print(f"bond length: {r0:.4f} Angstrom")
print(f"force constant for u: {k0:.4f} eV/Angstrom^2")
print(f"mode frequency w0: {w0:.2f} cm^-1")
print(f"C11, C12, C44: {C11:.2f}, {C12:.2f}, {C44:.2f} GPa")
print(f"S11, S12, S44: {S11*1e3:.4f}, {S12*1e3:.4f}, {S44*1e3:.4f} TPa^-1")
print(f"invariants, full group / rotations only: {n_full:.0f} / {n_rot:.0f}")
print(f"p, q, r: {p:.4f}, {q:.4f}, {r:.4f} (units of w0^2)")
print(f"p - q: {p-q:.4f} (units of w0^2)")
print(f"gamma from p and q: {gamma:.4f}")
print(f"gamma from volume change: {gamma_direct:.4f}")
print(f"r with clamped sublattices: {r_clamped:.4f} (units of w0^2)")
print(f"r from internal strain: {r_internal:.4f} (units of w0^2)")
print(f"sublattice shift u3 per strain e12: {shift_rate:.4f} Angstrom")
print(f"cubic coefficient c3: {cubic:.4f} eV/Angstrom^3")
print(f"Kleinman internal-strain parameter: {kleinman:.4f}")
print(f"common shift rate: {common_rate:.4f} cm^-1/GPa")
print(f"applied stress X: {X_load:.1f} GPa (compression)")
print(f"common shift at X: {common_rate*X_load:.4f} cm^-1")
for name, (formula, direct, full, ratio) in results.items():
    print(f"{name} splitting rate, formula: {split_rate[name]:.4f} cm^-1/GPa")
    print(f"{name} splitting rate, direct: {direct[0]-direct[1]:.4f} cm^-1/GPa")
    lin = formula * X_load
    print(f"{name} linear shifts s, d at X: {lin[0]:.4f}, {lin[1]:.4f} cm^-1")
    print(f"{name} direct shifts s, d at X: {full[0]:.4f}, {full[1]:.4f} cm^-1")
    print(f"{name} linear splitting at X: {lin[0]-lin[1]:.4f} cm^-1")
    print(f"{name} direct splitting at X: {full[0]-full[1]:.4f} cm^-1")
    print(f"{name} error ratio, full to half load: {ratio:.3f}")
clamped_split = w0 * r_clamped * S44 / 2 * X_load
print(f"[111] splitting at X if r were clamped: {clamped_split:.4f} cm^-1")
print("all good")
```

Printed output:

```
Si atomic mass (input): 28.085 u
SW energy scale, length scale: 2.1683 eV, 2.0951 Angstrom
lattice constant: 5.4309 Angstrom
bond length: 2.3517 Angstrom
force constant for u: 18.2716 eV/Angstrom^2
mode frequency w0: 594.84 cm^-1
C11, C12, C44: 151.42, 76.42, 56.45 GPa
S11, S12, S44: 9.9841, -3.3488, 17.7150 TPa^-1
invariants, full group / rotations only: 3 / 4
p, q, r: -1.8495, -1.4703, 0.1988 (units of w0^2)
p - q: -0.3793 (units of w0^2)
gamma from p and q: 0.7984
gamma from volume change: 0.7984
r with clamped sublattices: -1.2642 (units of w0^2)
r from internal strain: 1.4629 (units of w0^2)
sublattice shift u3 per strain e12: -1.7079 Angstrom
cubic coefficient c3: -31.3019 eV/Angstrom^3
Kleinman internal-strain parameter: 0.6290
common shift rate: -1.5608 cm^-1/GPa
applied stress X: -1.0 GPa (compression)
common shift at X: 1.5608 cm^-1
[001] splitting rate, formula: -1.5039 cm^-1/GPa
[001] splitting rate, direct: -1.5039 cm^-1/GPa
[001] linear shifts s, d at X: 2.5634, 1.0595 cm^-1
[001] direct shifts s, d at X: 2.4191, 0.9562 cm^-1
[001] linear splitting at X: 1.5039 cm^-1
[001] direct splitting at X: 1.4630 cm^-1
[001] error ratio, full to half load: 4.016
[111] splitting rate, formula: 1.0473 cm^-1/GPa
[111] splitting rate, direct: 1.0473 cm^-1/GPa
[111] linear shifts s, d at X: 0.8625, 1.9099 cm^-1
[111] direct shifts s, d at X: 0.7618, 1.8570 cm^-1
[111] linear splitting at X: -1.0473 cm^-1
[111] direct splitting at X: -1.0951 cm^-1
[111] error ratio, full to half load: 4.012
[111] splitting at X if r were clamped: 6.6605 cm^-1
all good
```
